# The cylindrical cutoff kernel for a wire and the cancellation of its logarithm

Units are Hartree atomic units with Gaussian electrostatics, so two unit charges interact as $1/r$. A wire lies along $z$ with period $c$, and a plane-wave description repeats it on a square lattice of side $a$, with cell area $A=a^2$ and volume $\Omega=Ac$. Write $\mathbf G=(\mathbf p,k)$ with $p=|\mathbf p|$ and $k=2\pi m/c$, and let $\rho$ be the transverse distance. The truncated interaction $w(\mathbf r)=\theta(R-\rho)/r$ has the transform $v(\mathbf G)=\int d^3r\,w\,e^{-i\mathbf G\cdot\mathbf r}$. For $k\neq0$,

$$v=\frac{4\pi}{p^2+k^2}\Big[1+pR\,J_1(pR)K_0(|k|R)-|k|R\,J_0(pR)K_1(|k|R)\Big].\tag{1}$$

For $k=0$ the transform is logarithmically infinite, except where $pR$ is a positive zero of $J_1$. With a reference length $\rho_0$ that carries the divergence it is

$$v_0=4\pi\left[\frac{1-J_0(pR)}{p^2}-R\ln\frac{R}{\rho_0}\,\frac{J_1(pR)}{p}\right],\qquad v_0(p{=}0)=\pi R^2\Big(1-2\ln\frac{R}{\rho_0}\Big).\tag{2}$$

Let $D$ be the largest transverse distance between two points of the charge of one wire. If $D\le R\le a-D$, the energy, and the potential on the charge, are those of the isolated wire, and $\rho_0$ drops out of both when the total line charge $\lambda$ is zero. The divergence spreads over the plane $k=0$, with weight $J_1(pR)/p$, and is not confined to $\mathbf G=0$. Neutrality cancels it in the sum over $\mathbf p$, not mode by mode. The geometric condition guarantees this cancellation, and without it the cancellation can fail (Section 7).

## 1. A uniform line

Take unit charge per length on $|z|<L/2$ and the potential at distance $\rho$ in the midplane. With $z=\rho\sinh t$ one has $dz/\sqrt{\rho^2+z^2}=dt$, so

$$\int_{-L/2}^{L/2}\frac{dz}{\sqrt{\rho^2+z^2}}=2\,\mathrm{arsinh}\,x,\qquad x=\frac{L}{2\rho}.$$

Factor $2x$ out of $\mathrm{arsinh}\,x=\ln(x+\sqrt{1+x^2})$ to get $\ln 2x+\ln\frac{1+\sqrt{1+u}}{2}$ with $u=x^{-2}$. Since $1\le\sqrt{1+u}\le1+u/2$ and $\ln(1+u/4)\le u/4=\rho^2/L^2$,

$$2\,\mathrm{arsinh}\frac{L}{2\rho}=-2\ln\frac{\rho}{L}+\varepsilon,\qquad 0\le\varepsilon\le\frac{2\rho^2}{L^2}.\tag{3}$$

The divergent part $2\ln L$ does not depend on $\rho$. Two parallel lines of opposite charge, at distances $\rho_+$ and $\rho_-$, give $-2\ln(\rho_+/\rho_-)$ as $L\to\infty$. This is the cancellation in its simplest form, and it needs both lines to be seen from the field point.

## 2. A modulated line

Give the line the charge $e^{ikz}$ with $k>0$ (the result is even in $k$). Its potential is $e^{ikz}W(\rho)$ with $W=\int dz\,e^{-ikz}/r$. Transform $\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)$ along $z$, where $\partial_z^2\to-k^2$:

$$(\nabla_\perp^2-k^2)W=-4\pi\delta^2(\boldsymbol\rho).$$

Away from the axis, with $x=k\rho$, this is $\frac1x(xW')'=W$. The function $K_0$ is the decaying solution normalised as $-\ln x$ at small $x$. Because $\nabla_\perp^2\ln\rho=2\pi\delta^2$, the source fixes $W\simeq-2\ln\rho$, hence $W=2K_0(k\rho)$. With $K_1\equiv-K_0'$ the differential equation reads $(xK_1)'=-xK_0$, and the normalisation gives $xK_1\to1$. At large $x$, substituting $K_0=e^{-x}u/\sqrt x$ gives $u''-2u'+u/4x^2=0$, so $u$ tends to a constant, and both $K_0$ and $K_1$ fall as $e^{-x}/\sqrt x$.

Limit $k\rho\to0$. Write $K_0=\int_0^\infty\cos(kz)\,dz/r$ and split at $Z$ with $\rho\ll Z\ll1/k$. The inner part has $\cos\approx1$ and gives $\ln(2Z/\rho)$ as in (3). The outer part has $r\approx z$ and gives $\int_{kZ}^\infty\cos t\,dt/t=-\ln kZ-\gamma$, the small-argument form of the cosine integral, with Euler's constant $\gamma$. The sum is $\ell(x)=-\ln(x/2)-\gamma$. For the next term try $K_0=\ell+x^2(\alpha\ell+\beta)$. The operator $\frac1x(xf')'$ gives $0$ on $\ell$, $4\ell-4$ on $x^2\ell$ and $4$ on $x^2$. Matching to $\ell$ gives $\alpha=\beta=1/4$:

$$K_0(x)=\ell+\tfrac{x^2}{4}(\ell+1)+\dots,\qquad \ell(k\rho)=-\ln\frac{\rho}{\rho_0},\quad\rho_0=\frac{2e^{-\gamma}}{k}.\tag{4}$$

Both regulators give $-2\ln(\rho/\rho_0)$, one with $\rho_0=L$ and the other with $\rho_0=2e^{-\gamma}/k$.

## 3. The kernel for $k\ne0$

The cutoff does not involve $z$, so the axial integral in $v$ is $W$. The angular integral defines $J_0$: $\int_0^{2\pi}e^{-ip\rho\cos\phi}d\phi=2\pi J_0(p\rho)$. Therefore

$$v=4\pi\int_0^R\rho\,J_0(p\rho)K_0(k\rho)\,d\rho.\tag{5}$$

A plane wave obeys $\nabla_\perp^2f=-p^2f$ and so does its angular average, so $\frac1x(xJ_0')'=-J_0$. With $J_1\equiv-J_0'$ this is $(xJ_1)'=xJ_0$. Differentiate two products, grouping $\rho$ with the function of order one:

$$\frac{d}{d\rho}\big[p\rho J_1\cdot K_0\big]=p^2\rho J_0K_0-pk\rho J_1K_1,$$

$$\frac{d}{d\rho}\big[J_0\cdot k\rho K_1\big]=-pk\rho J_1K_1-k^2\rho J_0K_0 .$$

The cross terms are equal and cancel in the difference:

$$\frac{d}{d\rho}\big[p\rho J_1K_0-k\rho J_0K_1\big]=(p^2+k^2)\,\rho J_0K_0 .$$

At $\rho\to0$ the first term vanishes as $\rho^2\ln\rho$ and the second tends to $-1$, since $J_0(0)=1$ and $xK_1\to1$. Subtracting the lower limit supplies the $+1$ in the bracket, and (1) follows.

Limit $kR\to\infty$ at fixed $p/k$. The Bessel terms die exponentially, as $e^{-kR}$ for $p>0$ and as $\sqrt{kR}\,e^{-kR}$ at $p=0$, where only $kR\,K_1(kR)$ remains, and $v\to4\pi/G^2$. A modulated wire has an exponentially short-ranged field, so a distant cut removes almost nothing.

Limit $p=0$, $kR=x\to0$. From (4), $xK_1=-xK_0'=1-\frac{x^2}{2}(\ell+1)+\frac{x^2}{4}$, so $1-xK_1=x^2(\ell/2+1/4)$ and $v=\pi R^2(1+2\ell)$. With $\ell=-\ln(R/\rho_0)$ this is the second formula of (2).

For numbers take $R=8$, $a=16$, $c=10$ bohr. The shortest vectors are $p_1=0.392699$ and $k_1=0.628319$ bohr$^{-1}$, so $p_1R=3.141593$ and $k_1R=5.026548$. The bracket is

$$1+3.141593(0.284615)(3.5853\times10^{-3})+5.026548(0.304242)(3.9269\times10^{-3})=1+0.003206+0.006005,$$

where the last sign is positive because $J_0(p_1R)=-0.304242$. Then $v=22.8897\times1.009211=23.1005$ Ha bohr$^3$, which is $0.9\%$ above $4\pi/G^2$. The numerical check asserts the axial integral, the angular integral, the antiderivative, the agreement of (1) with quadrature of (5), and the bare limit at $kR=50$.

## 4. The plane $k=0$

Replace $2K_0$ in (5) by $-2\ln(\rho/\rho_0)$ and integrate by parts with $\rho J_0(p\rho)=\frac{d}{d\rho}[\rho J_1(p\rho)/p]$:

$$\int_0^R\rho J_0\ln\frac{\rho}{\rho_0}\,d\rho=\frac{RJ_1(pR)}{p}\ln\frac R{\rho_0}-\frac1p\int_0^RJ_1(p\rho)\,d\rho=\frac{RJ_1(pR)}{p}\ln\frac R{\rho_0}-\frac{1-J_0(pR)}{p^2}.$$

The last step uses $J_1=-J_0'$. Multiplying by $-4\pi$ gives (2). As $p\to0$, expanding the angular integral gives $J_0\approx1-x^2/4$ and $J_1\approx x/2$, so the bracket tends to $R^2/4-(R^2/2)\ln(R/\rho_0)$, the stated $v_0(0)$. The $1/p^2$ pole of the bare kernel is gone.

For an interaction cut at $|z|<L/2$, (3) and $|J_0|\le1$ bound the difference from $v_0(\rho_0{=}L)$ by $2\pi\int_0^R\rho\,(2\rho^2/L^2)\,d\rho=\pi R^4/L^2$. This bound is asserted against quadrature.

Writing $\ln(R/\rho_0)=-\ln(\rho_0/R)$ isolates the divergence:

$$v_0=\frac{4\pi[1-J_0(pR)]}{p^2}+2\ln\frac{\rho_0}{R}\,\Delta(p),\qquad \Delta(p)=\frac{2\pi RJ_1(pR)}{p}=2\pi\int_0^R\rho J_0\,d\rho.\tag{6}$$

$\Delta$ is the transform of the disc $\theta(R-\rho)$. An untruncated constant would transform to a delta function at $\mathbf p=0$, and $n(\mathbf G{=}0)=0$ would remove it at once. The truncated constant is a disc, and its transform vanishes only where $pR$ is a positive zero of $J_1$. Here $\Delta(p_1)=36.4308$ bohr$^2$ against $\Delta(0)=201.0619$ bohr$^2$. At $\rho_0=R$, $v_0(p_1)=106.2792$, and at $\rho_0=1$ bohr it is $106.2792-2\ln8\times36.4308=-45.232$ Ha bohr$^3$.

Limit $k\to0$ of (1). Setting $kRK_1\to1$ and $K_0\to-\ln(R/\rho_0)$ turns (1) into (2) with $\rho_0=2e^{-\gamma}/k$. At $p_1$ the difference $v-v_0$ is $298.736137-298.754609=-0.018472$ for $k=0.01$ and $466.524062-466.524477=-0.000415$ for $k=0.001$ bohr$^{-1}$. It falls by about 45, not 100, because by (4) the remainder has the form $k^2(b_1\ln k+b_2)$. Dividing the two differences by $k^2$ gives $-184.7$ and $-415$, hence $b_1\approx100$ and $b_2\approx276$ with $k$ in bohr$^{-1}$. This form itself changes sign near $k\approx0.06$. At $k=0.1$ it gives about $+0.46$, while the computed difference is $+0.275$; there $kR=0.8$ and the omitted higher orders are no longer negligible. The slope $dv/d\ln(1/k)=72.8617$ matches $2\Delta(p_1)=72.8615$ Ha bohr$^3$. In a strictly periodic wire $k$ is discrete, so only the plane $k=0$ itself is singular.

## 5. How neutrality removes the logarithm

Let $n(\mathbf G)=\int_{\rm cell}n\,e^{-i\mathbf G\cdot\mathbf r}d^3r$, where $n$ is the total charge density. The repeated density is $n_{\rm per}=\Omega^{-1}\sum n(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$. Since $\int d^3r'\,w(\mathbf r-\mathbf r')e^{i\mathbf G\cdot\mathbf r'}=v(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$,

$$V(\mathbf r)=\frac1\Omega\sum_{\mathbf G}v\,n\,e^{i\mathbf G\cdot\mathbf r}=\int d^3r'\,w(\mathbf r-\mathbf r')\,n_{\rm per}(\mathbf r'),\qquad E=\frac12\int_{\rm cell}nV=\frac1{2\Omega}\sum_{\mathbf G}v|n|^2 .$$

Take $\mathbf r$ on the charge. Every point of the same wire lies within $D$ of it. Every point of an image displaced by a lattice vector $\mathbf T$ lies at least $|\mathbf T|-D\ge a-D$ away. If $D\le R\le a-D$, the step function is 1 on the wire and 0 on all images, and $V$ is the isolated-wire potential. This needs $a\ge2D$. Off the charge the argument does not hold, and $V$ there need not be physical.

Define the axial average $\bar n(\boldsymbol\rho)=c^{-1}\int_0^cn\,dz$, so that $n(\mathbf p,0)=c\,\bar n(\mathbf p)$ and $\lambda=\int\bar n\,d^2\rho$. Only $k=0$ depends on $\rho_0$, and (6) with the same convolution rule in two dimensions gives

$$\frac{\partial V}{\partial\ln\rho_0}=\frac2A\sum_{\mathbf p}\Delta\,\bar n\,e^{i\mathbf p\cdot\boldsymbol\rho}=2\Lambda(\boldsymbol\rho),\qquad\Lambda(\boldsymbol\rho)=\int d^2\rho'\,\theta(R-|\boldsymbol\rho-\boldsymbol\rho'|)\,\bar n_{\rm per}(\boldsymbol\rho').$$

$\Lambda$ is the line charge inside the disc about the field point, images included. Under the condition it equals $\lambda$ everywhere on the charge, so

$$\frac{\partial V}{\partial\ln\rho_0}=2\lambda,\qquad\frac{\partial E}{\partial\ln\rho_0}=\frac1\Omega\sum_{\mathbf p}\Delta(p)|n(\mathbf p,0)|^2=c\int\bar n\,\Lambda\,d^2\rho=c\lambda^2.\tag{7}$$

For $\lambda=0$ the limit $\rho_0\to\infty$ is trivial and any finite $\rho_0$ gives the exact result. The terms of the sum carry the changing sign of $\Delta$ and cancel among themselves. If $\lambda=\lambda_++\lambda_-$ is split into ions and electrons, the three energy pieces have slopes $c\lambda_+^2$, $c\lambda_-^2$ and $2c\lambda_+\lambda_-$. With one $\rho_0$ for all three they add to $c(\lambda_++\lambda_-)^2$. If separate lengths $\rho_{++}$, $\rho_{--}$, $\rho_{+-}$ are used for a neutral wire, the energy is off by $c\lambda_+^2\ln(\rho_{++}\rho_{--}/\rho_{+-}^2)$. A common $\rho_0$ is the simple way to make this vanish.

## 6. A ladder of transverse dipoles

The model has round parameters and no material behind it. Each cell holds spherical Gaussian charges $\pm1$, of standard deviation $\sigma=0.5$ bohr per axis, at $x=\pm d/2$ with $d=2$ bohr, and $c$, $R$, $a$ are as above. A Gaussian has no finite $D$. The separation of two such charges is Gaussian with variance $2\sigma^2$ per axis, and both margins, $R-d$ and $a-d-R$, are 6 bohr. The weight that violates the condition is of order $e^{-36/4\sigma^2}=e^{-36}$.

The real-space reference uses the potential $\mathrm{erf}(r/\sqrt2\sigma)/r$ of one Gaussian, from Gauss's law. Two Gaussians interact as a point charge with their convolution, of variance $2\sigma^2$, so the pair energy is $g(r)=\mathrm{erf}(r/2\sigma)/r$ with $g(0)=1/\sigma\sqrt\pi$. Two self-energies $g(0)/2$, one pair inside the cell, and half of the four pairs with each other cell give

$$E=g(0)-g(d)+2\sum_{n\ge1}\big[g(nc)-g(\sqrt{n^2c^2+d^2})\big]=1.128379167-0.497661133+0.004687694,$$

which is $0.63540573$ Ha, or $17.2903$ eV per cell. The summand falls as $d^2/2(nc)^3$, so the neutral sum converges absolutely.

The reciprocal sum with (1) and (2) splits as follows, in Ha.

| $\rho_0$ (bohr) | $E_{++}=E_{--}$ | $E_{+-}$ | $E$ |
|---|---|---|---|
| 1 | 0.322337923 | −0.009270117 | 0.635405729 |
| 8 | 0.530282077 | −0.425158425 | 0.635405729 |
| $10^6$ | 1.703888978 | −2.772372228 | 0.635405729 |

With $\lambda_+=0.1$ e/bohr, (7) predicts that $E_{++}$ moves by $c\lambda_+^2\ln8=0.207944154$ Ha between the first two rows, and $0.530282077-0.322337923=0.207944154$. $E_{+-}$ moves by $-2$ times this. The potential at $(1.5,1.0,0.7)$ bohr is $0.399333934$ Ha/e for all three $\rho_0$. Both $E$ and $V$ are asserted to match the real-space sums to $10^{-10}$ in these units. The sum over $\mathbf p$ in (7) is zero at rounding level, while the sum of its moduli is $0.2503$ Ha and its largest term is $0.0091$ Ha. For the positive chain alone it is $0.1$ Ha, equal to $c\lambda_+^2$.

## 7. Where the cancellation fails

Charged wire. The logarithm is then physical. A chain of $2M+1$ charges, seen from the central one, is the periodic density inside $|z|<L/2$ with $L=(2M+1)c$, so its kernel is that of the interaction cut at $L/2$. As $L\to\infty$ this tends to (1) for $k\ne0$ and to (2) with $\rho_0=L$. The remainder follows by adding cells. Step $n$ adds $2/nc$ to the direct sum and $(2/c)\ln\frac{n+1/2}{n-1/2}=(2/c)(\frac1n+\frac1{12n^3}+\dots)$ to the kernel value. The difference vanishes at infinity, so at $M$ it is $(2/c)\sum_{n>M}1/12n^3\approx1/[12c(M+\frac12)^2]$. For $M=10$ this is $1/(120\times110.25)=7.6\times10^{-5}$, and the computed difference is $2.181562772-2.181487306=7.5\times10^{-5}$ Ha/e. From $L=2010$ to $20010$ bohr the potential rises by $0.45962$ Ha/e, which is $2\lambda\ln(20010/2010)$. For an infinite charged wire, $\rho_0$ must come from the physical setting. If the compensating charge consists of parallel lines at distances $\rho'$ large against the width of the wire, superposing (3) gives, for the potential on the wire, $\ln\rho_0=\langle\ln\rho'\rangle$, averaged over that charge. The total energy counts the cross term in full and adds the self-energy of the compensating charge, so there $\ln\rho_0=2\langle\ln\rho'\rangle-\langle\langle\ln|\boldsymbol\rho'-\boldsymbol\rho''|\rangle\rangle$, with the double average over pairs of points of that charge. The two lengths agree for a thin coaxial shell and for the charge induced on a grounded plane, but not in general. For a grounded plane at distance $h$ the image line lies at $2h$, so $\rho_0=2h$.

Radius too small. In (7), $\int\bar n\Lambda=\sum_{ij}\lambda_i\lambda_jP_{ij}$, where $P_{ij}$ is the probability that the transverse separation is below $R$. For $R=2.5$ bohr, $P_{\rm same}=1-e^{-R^2/4\sigma^2}=0.998070$, and the displaced Gaussian gives $P_{\rm cross}=0.707679$. The slope is $(2/c)(0.998070-0.707679)=0.058078$ Ha, as asserted. The wire is neutral and the divergence survives. At $\rho_0=1$ bohr the error is $-0.0456$ Ha, $7\%$ of $E$.

Cell too small. For $a=9$, $R=\rho_0=8$ bohr the error is $-0.0280$ Ha, $4\%$ of $E$. One unlike image pair per cell sits at $a-d=7$ bohr, inside the disc. As point lines at $k=0$ it contributes $(2/c)\ln(7/8)=-0.027$ Ha. The remaining $-0.001$ Ha is small through a near cancellation: the $k\ne0$ part of the same pair gives $-0.003$ Ha and the like images at $9$ bohr, partly inside the disc through smearing, give $+0.003$ Ha. The disc now holds net image charge, so the logarithm survives. For point lines the unlike pair gives $\partial E/\partial\ln\rho_0=-2/c=-0.2$ Ha, and the smeared probabilities $P_{ij}$ of all image pairs reduce this to $-0.14$ Ha. The quoted error therefore belongs to $\rho_0=R$ only. The test asserts only that it exceeds $10^{-3}$ Ha.

## 8. What the cutoff removes

Use $4\pi/G^2$ with $\mathbf G=0$ dropped. On the plane $k=0$ the interaction of unit lines is $\mathcal G=A^{-1}\sum_{\mathbf p\ne0}4\pi e^{i\mathbf p\cdot\boldsymbol\rho}/p^2$, whose Laplacian is $-4\pi\sum_{\mathbf T}\delta^2(\boldsymbol\rho-\mathbf T)+4\pi/A$. The excess $h=\mathcal G+2\ln\rho$ is smooth near the origin with $\nabla^2h=4\pi/A$. Since $\nabla^2\rho^2=4$, $h=h_0+\pi\rho^2/A$ plus harmonic terms $\mathrm{Re}\,(x+iy)^m$. Fourfold symmetry allows only $m=4,8,\dots$, and the first is of order $\rho^4/a^4$. The error is $\frac c2\sum_{ij}\lambda_i\lambda_j\langle h\rangle_{ij}$. Smearing replaces $\rho^2$ by $d_{ij}^2+4\sigma^2$ and, by the mean-value property, leaves harmonic terms unchanged. Constants cancel because $\sum_{ij}\lambda_i\lambda_j=0$. The two cross terms remain, and for charges $\pm q$ on a square lattice

$$\delta E_{k=0}=-\frac{\pi(qd)^2}{ca^2}\Big[1+O(d^2/a^2)\Big].$$

At $a=16$ this is $-4\pi/2560=-4.909\times10^{-3}$ Ha against the computed $-4.947\times10^{-3}$ Ha, a ratio of $1.00784$. At $a=32$ the ratio is $1.00196$. The excess falls fourfold, as $d^2/a^2$ requires.

For $k\neq0$ a chain of unit point charges has axial components $e^{ikz}/c$, each with potential $(2/c)K_0(|k|\rho)e^{ikz}$. This is harmonic in three dimensions off the axis, so spherical smearing leaves it unchanged up to Gaussian tails. Pairing $\pm k$ gives the image energy $\frac12\sum_{\mathbf T\ne0}\sum_{ij}q_iq_j\frac4c\sum_{m\ge1}K_0(k_m|\mathbf T+\mathbf d_{ij}|)$. It reproduces the difference of the two kernels, $-1.267\times10^{-5}$ Ha at $a=16$ and $-3.76\times10^{-10}$ Ha at $a=32$. This agreement probes the Bessel terms of (1) directly, since they are the whole difference from $4\pi/G^2$. The total untruncated error is $-135$ meV per cell at $a=16$ bohr, $0.8\%$ of $E$, and $-33.5$ meV at $a=32$ bohr. In this model it comes almost wholly from the plane $k=0$, where the transverse dipole makes it decay only as $1/a^2$.

## Computed values

```
sigma=0.5 d=2.0 c=10.0 R=8.0 a=16.0 bohr; charges +1,-1 e
p1 = 0.392699 1/bohr, k1 = 0.628319 1/bohr, p1R = 3.141593, k1R = 5.026548
J0,J1(p1R) = -0.304242 0.284615; K0,K1(k1R) = 3.585291e-03 3.926927e-03
v(p1,k1) = 23.100541, 4pi/G^2 = 22.889700 Ha bohr^3
disc(p1) = 36.430764 bohr^2, disc(0) = 201.061930 bohr^2
rho0=1.0 bohr: v0(p1) = -45.232074, v0(0) = -635.131129 Ha bohr^3
rho0=8.0 bohr: v0(p1) = 106.279214, v0(0) = 201.061930 Ha bohr^3
k=0.1 1/bohr: v(p1,k) = 131.259914, v0(rho0=11.23 bohr) = 130.984741 Ha bohr^3
k=0.01 1/bohr: v(p1,k) = 298.736137, v0(rho0=112.29 bohr) = 298.754609 Ha bohr^3
k=0.001 1/bohr: v(p1,k) = 466.524062, v0(rho0=1122.92 bohr) = 466.524477 Ha bohr^3
dv(p1)/dln(1/k) = 72.8617, 2 disc(p1) = 72.8615 Ha bohr^3
direct: self 1.128379167, intra -0.497661133, along chain 0.004687694 Ha
direct: E = 0.635405729 Ha/cell = 17.290271 eV; V(1.5, 1.0, 0.7) bohr = 0.399333934 Ha/e
rho0=1 bohr: E++ 0.322337923 E-- 0.322337923 E+- -0.009270117 Ha
rho0=1 bohr: E = 0.635405729 Ha/cell, V = 0.399333934 Ha/e
rho0=8 bohr: E++ 0.530282077 E-- 0.530282077 E+- -0.425158425 Ha
rho0=8 bohr: E = 0.635405729 Ha/cell, V = 0.399333934 Ha/e
rho0=1e+06 bohr: E++ 1.703888978 E-- 1.703888978 E+- -2.772372228 Ha
rho0=1e+06 bohr: E = 0.635405729 Ha/cell, V = 0.399333934 Ha/e
lambda+ = 0.1000 e/bohr, c lambda^2 ln(R/1 bohr) = 0.207944154 Ha
dE/dln rho0 neutral: signed sum 1.1e-16, sum of moduli 0.250296, largest mode 0.009102 Ha
dE/dln rho0 positive chain alone: 0.100000000 Ha
charged chain L=210 bohr: direct 2.181562772, kernel 2.181487306 Ha/e
charged chain L=2010 bohr: direct 2.633244625, kernel 2.633243800 Ha/e
charged chain L=20010 bohr: direct 3.092863294, kernel 3.092863285 Ha/e
R=2.5 bohr: P_same 0.998070, P_cross 0.707679, dE/dln rho0 = 0.058078106 Ha
R=2.5 bohr: E(rho0=1 bohr)-E_direct = -0.045620 Ha
a=9.0 bohr, R=8.0 bohr, rho0=R: E-E_direct = -0.028019 Ha
untruncated a=16 bohr: k=0 error -4.947212e-03, leading -4.908739e-03 Ha, ratio 1.00784
untruncated a=16 bohr: k!=0 error -1.2668e-05, K0 image sum -1.2668e-05 Ha; total -134.965 meV
untruncated a=32 bohr: k=0 error -1.229589e-03, leading -1.227185e-03 Ha, ratio 1.00196
untruncated a=32 bohr: k!=0 error -3.7593e-10, K0 image sum -3.7593e-10 Ha; total -33.459 meV
```
